# Equilibrium grain-boundary groove angle and its effect on film shape: a program that tests the result

```python
"""
Equilibrium grain-boundary groove.

Result under test: 2*gamma_s*cos(psi/2) = gamma_gb, hence
psi = 2*arccos(1/4) when gamma_gb = gamma_s/2.
gamma_s : isotropic surface energy (J/m^2)
gamma_gb: grain-boundary energy (J/m^2)
psi     : dihedral angle through the vapour at the groove root
theta   : downward slope angle of each surface, psi = pi - 2*theta
Strip grains of a film with fixed vertical boundaries and fixed volume
are also tested: their tops should be circular arcs.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar


def dihedral(ratio):
    """Derived angle in radians for ratio = gamma_gb/gamma_s."""
    return 2 * np.arccos(ratio / 2)


def junction_angle(ratio, boundary_anchor_x):
    """Minimize three interface lengths, then measure the upper angle."""
    left = np.array([-1.0, 0.0])
    right = np.array([1.0, 0.0])
    bottom = np.array([boundary_anchor_x, -2.0])

    def energy(point):
        return (np.linalg.norm(point - left)
                + np.linalg.norm(point - right)
                + ratio * np.linalg.norm(point - bottom))

    found = minimize(energy, [0.0, -0.2], method="Nelder-Mead",
                     options={"xatol": 1e-10, "fatol": 1e-15,
                              "maxiter": 2000})
    arm_left = left - found.x
    arm_right = right - found.x
    cosine = arm_left @ arm_right
    cosine /= np.linalg.norm(arm_left) * np.linalg.norm(arm_right)
    return np.arccos(cosine)


def film_energy(height, dx, gamma_s, gamma_gb):
    """Energy of half a grain; half of one boundary belongs to it."""
    lengths = np.hypot(dx, np.diff(height))
    return gamma_s * lengths.sum() + 0.5 * gamma_gb * height[0]


def relax_film(width, gamma_s, gamma_gb, segments=400):
    """Constrained Newton minimization; initial flat surface is height 0."""
    x = np.linspace(0, width / 2, segments + 1)
    dx = x[1] - x[0]
    difference = np.diff(np.eye(segments + 1), axis=0)
    weights = np.full(segments + 1, dx)
    weights[[0, -1]] *= 0.5
    height = np.zeros(segments + 1)
    matrix = np.zeros((segments + 2, segments + 2))
    matrix[:-1, -1] = weights
    matrix[-1, :-1] = weights
    for _ in range(30):
        steps = difference @ height
        lengths = np.hypot(dx, steps)
        gradient = difference.T @ (gamma_s * steps / lengths)
        gradient[0] += 0.5 * gamma_gb
        curvature = gamma_s * dx**2 / lengths**3
        matrix[:-1, :-1] = difference.T @ (curvature[:, None] * difference)
        right_side = -np.append(gradient, weights @ height)
        change = np.linalg.solve(matrix, right_side)[:-1]
        height += change
        if np.max(np.abs(change)) < 1e-10 * width:
            break
    else:
        raise RuntimeError("film minimization did not converge")
    return x, height


# Model inputs; lengths are in nm.
gamma_s = 2.0
gamma_gb = 0.5 * gamma_s
thickness = 100.0
width = 400.0
chord_width = 20.0
ratio = gamma_gb / gamma_s
psi = dihedral(ratio)
theta = (np.pi - psi) / 2

# Junction minimization, with vertical and tilted boundaries.
for test_ratio in (0.3, 0.5, 1.0):
    for anchor_x in (0.0, 0.5):
        measured = junction_angle(test_ratio, anchor_x)
        assert abs(measured - dihedral(test_ratio)) < 1e-5
numerical_psi = junction_angle(ratio, 0.0)
tilted_psi = junction_angle(ratio, 0.5)

# Existence limit: energy at great depth rises below ratio 2, falls above it.
depths = np.array([10.0, 100.0, 1000.0])
for test_ratio, direction in ((1.9, 1), (2.1, -1)):
    deep_energy = 2 * np.hypot(1.0, depths) - test_ratio * depths
    assert np.all(direction * np.diff(deep_energy) > 0)

# Circular-arc prediction for the film.
radius = width / (2 * np.sin(theta))
arc_height = radius * (1 - np.cos(theta))
depth_per_width = ((theta - np.sin(theta) * np.cos(theta))
                   / (4 * np.sin(theta)**2))
root_depth = depth_per_width * width
critical_width = thickness / depth_per_width


def arc_above_root(position):
    return (np.sqrt(radius**2 - (position - width / 2)**2)
            - radius * np.cos(theta))


x, height = relax_film(width, gamma_s, gamma_gb)
dx = x[1] - x[0]
slopes = np.arctan(np.diff(height) / dx)
root_slope = 1.5 * slopes[0] - 0.5 * slopes[1]
film_psi = np.pi - 2 * root_slope
# Tolerances allow for the finite segment length.
assert abs(film_psi - psi) < 1e-4
assert abs(-height[0] - root_depth) < 0.01
assert np.max(np.abs(height - height[0] - arc_above_root(x))) < 0.01
base_energy = film_energy(height, dx, gamma_s, gamma_gb)
for mode in range(1, 5):
    ripple = 0.01 * np.cos(2 * np.pi * mode * x / width)
    upper = film_energy(height + ripple, dx, gamma_s, gamma_gb)
    lower = film_energy(height - ripple, dx, gamma_s, gamma_gb)
    assert upper > base_energy and lower > base_energy
    assert abs(upper - lower) / 0.02 < 1e-6
_, critical_height = relax_film(critical_width, gamma_s, gamma_gb)
assert abs(-critical_height[0] / thickness - 1) < 1e-4

# A finite chord averages the curved surface near the root.
chord_slope = np.arctan(arc_above_root(chord_width) / chord_width)
chord_psi = np.pi - 2 * chord_slope
numerical_chord = np.interp(chord_width, x, height) - height[0]
numerical_chord_psi = np.pi - 2 * np.arctan(numerical_chord / chord_width)
assert abs(numerical_chord_psi - chord_psi) < 1e-3
assert chord_psi > psi

# Anisotropic surface energy, relative to its orientation average.
anisotropic = {}
for amplitude in (0.02, -0.02):
    def surface_energy(angle):
        return 1 - amplitude * np.cos(4 * angle)

    def balance(angle):
        torque = 4 * amplitude * np.sin(4 * angle)
        return (2 * (surface_energy(angle) * np.sin(angle)
                     + torque * np.cos(angle)) - ratio)

    def anchored_energy(angle):
        return (2 * surface_energy(angle) / np.cos(angle)
                - ratio * np.tan(angle))

    balanced = brentq(balance, 0.0, 1.0)
    minimized = minimize_scalar(anchored_energy, bounds=(0.0, 1.0),
                                method="bounded", options={"xatol": 1e-10})
    assert abs(balanced - minimized.x) < 1e-5
    torque_ratio = 4 * amplitude * np.sin(4 * balanced)
    anisotropic[amplitude] = (np.pi - 2 * balanced, torque_ratio)

# Rough elastic energy per film area compared with surface energy.
stress_mpa = 200.0
modulus_gpa = 100.0
elastic_density = (stress_mpa * 1e6)**2 / (2 * modulus_gpa * 1e9)
elastic_area_energy = elastic_density * thickness * 1e-9
elastic_fraction = elastic_area_energy / gamma_s

deg = np.degrees
print(f"Surface energy: {gamma_s:.2f} J/m^2")
print(f"Grain-boundary energy: {gamma_gb:.2f} J/m^2")
print(f"Energy ratio: {ratio:.3f} (dimensionless)")
print(f"Cosine of half dihedral angle: {np.cos(psi / 2):.4f} (dimensionless)")
print(f"Half dihedral angle: {deg(psi / 2):.2f} degrees")
print(f"Dihedral angle: {deg(psi):.2f} degrees")
print(f"Dihedral angle: {psi:.4f} rad")
print(f"Surface slope angle: {deg(theta):.2f} degrees")
print(f"Angle from junction minimization: {deg(numerical_psi):.2f} degrees")
print(f"Angle with tilted boundary: {deg(tilted_psi):.2f} degrees")
print(f"Angle from film minimization: {deg(film_psi):.2f} degrees")
print(f"Film thickness: {thickness:.1f} nm")
print(f"Grain width: {width:.1f} nm")
print(f"Arc radius: {radius:.1f} nm")
print(f"Arc height above root: {arc_height:.2f} nm")
print(f"Root depth below original surface: {root_depth:.2f} nm")
print(f"Root depth from film minimization: {-height[0]:.2f} nm")
print(f"Root depth / grain width: {depth_per_width:.5f} (dimensionless)")
print(f"Grain width for root at substrate: {critical_width:.0f} nm")
print(f"Chord width on each side: {chord_width:.1f} nm")
print(f"Apparent angle from chords: {deg(chord_psi):.2f} degrees")
for amplitude, (angle, torque_ratio) in anisotropic.items():
    print(f"Anisotropy amplitude: {amplitude:+.3f} (dimensionless)")
    print(f"  Torque / mean surface energy: {torque_ratio:+.4f}")
    print(f"  Dihedral angle: {deg(angle):.2f} degrees")
    print(f"  Shift from isotropic angle: {deg(angle - psi):+.2f} degrees")
for factor in (0.9, 1.1):
    changed = dihedral(factor * ratio)
    print(f"Angle at energy ratio {factor * ratio:.3f}: {deg(changed):.2f} degrees")
print(f"Rough film stress: {stress_mpa:.0f} MPa")
print(f"Rough elastic modulus: {modulus_gpa:.0f} GPa")
print(f"Elastic energy per film area: {elastic_area_energy:.4f} J/m^2")
print(f"Elastic / surface energy: {100 * elastic_fraction:.2f} percent")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Surface energy: 2.00 J/m^2
Grain-boundary energy: 1.00 J/m^2
Energy ratio: 0.500 (dimensionless)
Cosine of half dihedral angle: 0.2500 (dimensionless)
Half dihedral angle: 75.52 degrees
Dihedral angle: 151.04 degrees
Dihedral angle: 2.6362 rad
Surface slope angle: 14.48 degrees
Angle from junction minimization: 151.04 degrees
Angle with tilted boundary: 151.04 degrees
Angle from film minimization: 151.04 degrees
Film thickness: 100.0 nm
Grain width: 400.0 nm
Arc radius: 800.0 nm
Arc height above root: 25.40 nm
Root depth below original surface: 16.99 nm
Root depth from film minimization: 16.99 nm
Root depth / grain width: 0.04248 (dimensionless)
Grain width for root at substrate: 2354 nm
Chord width on each side: 20.0 nm
Apparent angle from chords: 152.52 degrees
Anisotropy amplitude: +0.020 (dimensionless)
  Torque / mean surface energy: +0.0570
  Dihedral angle: 157.29 degrees
  Shift from isotropic angle: +6.24 degrees
Anisotropy amplitude: -0.020 (dimensionless)
  Torque / mean surface energy: -0.0773
  Dihedral angle: 142.49 degrees
  Shift from isotropic angle: -8.55 degrees
Angle at energy ratio 0.450: 153.99 degrees
Angle at energy ratio 0.550: 148.08 degrees
Rough film stress: 200 MPa
Rough elastic modulus: 100 GPa
Elastic energy per film area: 0.0200 J/m^2
Elastic / surface energy: 1.00 percent
ALL CHECKS PASSED
```
